# Can midgap interface states follow a 50 mV/s gate ramp?: a numerical check

```python
"""Midgap interface states of an oxidised p-type silicon capacitor under a gate ramp.

Result under test: the hole emission time is tau = 1/(sigma v n_i), and the
states stay near equilibrium if lam = tau * s * R / (kT/q) is small.
  sigma: capture cross-section, v: thermal speed, n_i: intrinsic density
  s: d(surface potential)/d(gate voltage), R: gate ramp rate
  u: (Fermi level - trap level)/kT at the surface, f: electron occupancy
First-order laws for hole exchange: peak occupancy error 4 lam/27, mean delay
lam/2 (in kT/q), and fractional loss of interface capacitance lam/2 at midgap.
If surface electrons are exchanged but not supplied from outside, the missing
charge is 5 lam/12 and the capacitance loss lam/3.
Lengths are in cm, potentials in V, times in s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

q = const.e
T = 300.0
vt = const.k * T / q
sigma, speed, n_i = 1e-16, 1e7, 1e10
ramp = 0.05
t_ox, N_A, D_it = 10e-7, 1e16, 1e11
eps0 = const.epsilon_0 / 100          # F/cm
eps_si, eps_ox = 11.7 * eps0, 3.9 * eps0
tau = 1 / (sigma * speed * n_i)


# Detailed balance, with hole densities from Fermi-Dirac integrals
def hole_integral(shift):
    """Relative hole density with the Fermi level at midgap + shift*kT."""
    depth = 0.56 / vt + shift
    return quad(lambda x: np.sqrt(x) / (1 + np.exp(x + depth)),
                0, 60, epsabs=0, limit=200)[0]


for shift in (-4.0, -1.0, 2.0, 5.0):
    occupancy = 1 / (1 + np.exp(-shift))
    density = n_i * hole_integral(shift) / hole_integral(0.0)
    emission = sigma * speed * density * occupancy / (1 - occupancy)
    assert abs(emission * tau - 1) < 1e-5

# Electrostatics with the surface at midgap
phi_B = vt * np.log(N_A / n_i)
width = np.sqrt(2 * eps_si * (phi_B - vt) / (q * N_A))
C_ox, C_d, C_it = eps_ox / t_ox, eps_si / width, q * D_it
slope = C_ox / (C_ox + C_d + C_it)


def gate_voltage(psi):
    """Gate voltage from flat band, using the full mobile and fixed charge."""
    def charge(x):
        return q * (N_A * (1 - np.exp(-x / vt))
                    + n_i**2 / N_A * (np.exp(x / vt) - 1))
    area = quad(charge, 0, psi, epsabs=0, epsrel=1e-11, limit=200)[0]
    field = np.sqrt(2 * area / eps_si)
    return psi + (eps_si * field + q * D_it * psi) / C_ox


def numerical_slope(psi, h=1e-3):
    return 2 * h / (gate_voltage(psi + h) - gate_voltage(psi - h))


assert abs(numerical_slope(phi_B) / slope - 1) < 1e-3
slope_low = numerical_slope(phi_B - 2 * vt)
slope_high = numerical_slope(phi_B + 2 * vt)
lam = tau * slope * ramp / vt


# One midgap trap, integrated through the crossing
def single_trap(lag):
    """Peak of f0-f and its area over u, for hole exchange only."""
    start = -10.0
    sol = solve_ivp(
        lambda u, f: (1 - f * (1 + np.exp(-u))) / lag, (start, 25.0),
        [1 / (1 + np.exp(-start))], method="Radau", max_step=0.05,
        jac=lambda u, f: np.array([[-(1 + np.exp(-u)) / lag]]),
        rtol=1e-8, atol=1e-11)
    assert sol.success
    error = 1 / (1 + np.exp(-sol.t)) - sol.y[0]
    area = np.sum((error[1:] + error[:-1]) * np.diff(sol.t)) / 2
    return error.max(), area


small = 0.005
peak_small, area_small = single_trap(small)
assert abs(peak_small / (4 * small / 27) - 1) < 0.03
assert abs(area_small / (small / 2) - 1) < 0.03
peak, area = single_trap(lam)
peak_fast, area_fast = single_trap(10 * lam)


# Uniform spectrum of traps, integrated through midgap
def spectrum(lag, exchange_electrons):
    """Missing charge (unit q D_it kT/q) and fractional loss of C_it."""
    energy = np.linspace(-13, 13, 105)
    step = energy[1] - energy[0]
    up, down = np.exp(energy), np.exp(-energy)

    def electron_density(f):
        # Few surface electrons: their capture and emission must balance.
        return np.sum(up * f) / np.sum(1 - f)

    def rhs(u, f):
        rate = down * (1 - f) - np.exp(-u) * f
        if exchange_electrons:
            rate = rate + electron_density(f) * (1 - f) - up * f
        return rate / lag

    def jac(u, f):
        diagonal = -(down + np.exp(-u))
        if not exchange_electrons:
            return np.diag(diagonal) / lag
        n_s = electron_density(f)
        coupling = np.outer(1 - f, (up + n_s) / np.sum(1 - f))
        return (np.diag(diagonal - n_s - up) + coupling) / lag

    h, u = 0.1, -5.0
    f = 1 / (1 + np.exp(energy - u))
    totals = []
    for target in (-h, 0.0, h):
        sol = solve_ivp(rhs, (u, target), f, method="Radau", jac=jac,
                        rtol=1e-8, atol=1e-11)
        assert sol.success
        f, u = sol.y[:, -1], target
        totals.append(step * np.sum(f))
    equilibrium = step * np.sum(1 / (1 + np.exp(energy)))
    return equilibrium - totals[1], 1 - (totals[2] - totals[0]) / (2 * h)


missing, loss = spectrum(small, False)
assert abs(missing / (small / 2) - 1) < 0.04
assert abs(loss / (small / 2) - 1) < 0.04
missing, loss = spectrum(small, True)
assert abs(missing / (5 * small / 12) - 1) < 0.04
assert abs(loss / (small / 3) - 1) < 0.04
missing_h, loss_h = spectrum(lam, False)
missing_e, loss_e = spectrum(lam, True)
assert missing_e < missing_h and loss_e < loss_h
assert peak < 0.05 and loss_h < 0.10


def low_frequency_capacitance(c_it):
    return C_ox * (C_d + c_it) / (C_ox + C_d + c_it)


C_total = low_frequency_capacitance(C_it)
total_loss = 1 - low_frequency_capacitance(C_it * (1 - loss_h)) / C_total

# Mean carrier speeds: rough silicon masses in units of the electron mass
m_l, m_t, m_h = 0.92, 0.19, 0.5
unit_speed = 100 * np.sqrt(const.k * T / const.m_e)
v_free = unit_speed * np.sqrt(8 / np.pi)
v_electron = v_free * quad(
    lambda c: np.sqrt(c**2 / m_l + (1 - c**2) / m_t), 0, 1)[0]
v_hole = v_free / np.sqrt(m_h)
sample = np.random.default_rng(1).normal(size=(400000, 3))
sampled = unit_speed * np.mean(
    np.sqrt(np.sum(sample**2 / np.array([m_l, m_t, m_t]), axis=1)))
assert abs(sampled / v_electron - 1) < 0.005


# Temperature, with the gap extrapolated linearly to 0 K (rough value)
def tau_at(temp, gap0=1.21):
    return tau * (T / temp)**2 * np.exp(
        gap0 * q / (2 * const.k) * (1 / temp - 1 / T))


def lam_at(temp):
    return tau_at(temp) * slope * ramp / (const.k * temp / q)


# Surface electrons and minority supply
surface_field = q * N_A * width / eps_si
surface_electrons = n_i * vt / surface_field
trap_count = D_it * vt
assert surface_electrons < 1e-3 * trap_count
generation_time = 1e-4
width_inv = np.sqrt(2 * eps_si * 2 * phi_B / (q * N_A))
J_needed = C_ox * ramp
J_bulk = q * n_i * width_inv / generation_time
J_surface = q * trap_count / tau * np.pi / 2
spectral_sum = quad(lambda x: 1 / (np.exp(x) + np.exp(-x)), -40, 40)[0]
assert abs(spectral_sum - np.pi / 2) < 1e-7

# Oxide field and tunnelling attenuation (rough barrier and mass)
oxide_field = (q * N_A * width + q * D_it * phi_B) / eps_ox
barrier, m_ox = 3.1, 0.4
kappa = np.sqrt(2 * m_ox * const.m_e * barrier * q) / const.hbar
attenuation = 2 * kappa * t_ox / 100

print(f"temperature {T:.0f} K; kT/q {1e3*vt:.2f} mV")
print(f"cross-section {sigma:.1e} cm2; thermal speed {speed:.1e} cm/s")
print(f"intrinsic density {n_i:.1e} cm^-3")
print(f"midgap hole emission time {tau:.3f} s")
print(f"oxide {1e7*t_ox:.0f} nm; doping {N_A:.1e} cm^-3")
print(f"D_it {D_it:.1e} cm^-2 eV^-1; ramp {1e3*ramp:.0f} mV/s")
print(f"relative permittivities: Si {eps_si/eps0:.1f}, oxide {eps_ox/eps0:.1f}")
print(f"midgap surface potential {phi_B:.4f} V")
print(f"depletion width {1e7*width:.1f} nm")
print(f"C_ox {1e9*C_ox:.1f}, C_d {1e9*C_d:.1f}, C_it {1e9*C_it:.1f} nF/cm2")
print(f"slope s: formula {slope:.4f}, Poisson {numerical_slope(phi_B):.4f}")
print(f"slope 2kT before {slope_low:.4f}, 2kT after {slope_high:.4f}")
print(f"surface potential ramp {1e3*slope*ramp:.2f} mV/s")
print(f"time to cross kT/q {vt/(slope*ramp):.3f} s")
print(f"lag parameter lam {lam:.4f}")
print(f"ramp at which lam = 1: {1e3*vt/(tau*slope):.0f} mV/s")
print(f"peak occupancy error: first order {4*lam/27:.4f}, full {peak:.4f}")
print(f"mean delay: first order {1e3*vt*lam/2:.2f} mV, full {1e3*vt*area:.2f} mV")
print(f"at {1e4*ramp:.0f} mV/s: lam {10*lam:.3f}, peak error {peak_fast:.4f}")
print(f"at {1e4*ramp:.0f} mV/s: mean delay {1e3*vt*area_fast:.2f} mV")
print(f"missing charge / (D_it kT), holes only {missing_h:.4f}")
print(f"missing charge / (D_it kT), with electrons {missing_e:.4f}")
print(f"C_it loss, holes only: first order {50*lam:.2f} %, full {100*loss_h:.2f} %")
print(f"C_it loss, with electrons: first order {100*lam/3:.2f} %, full {100*loss_e:.2f} %")
print(f"total capacitance {1e9*C_total:.2f} nF/cm2; loss {100*total_loss:.2f} %")
print(f"rough masses: m_l {m_l}, m_t {m_t}, hole {m_h} m_e")
print(f"mean speeds: free {v_free:.2e}, electron {v_electron:.2e} cm/s")
print(f"mean hole speed {v_hole:.2e} cm/s")
print(f"tau with electron speed {tau*speed/v_electron:.4f} s")
print(f"tau with hole speed {tau*speed/v_hole:.4f} s")
for temp in (280.0, 320.0):
    print(f"at {temp:.0f} K: tau {tau_at(temp):.4f} s, lam {lam_at(temp):.4f}")
print(f"cross-section {sigma/10:.1e} cm2: tau {10*tau:.2f} s, lam {10*lam:.3f}")
print(f"surface electrons {surface_electrons:.2e} cm^-2")
print(f"traps within kT {trap_count:.2e} cm^-2")
print(f"generation lifetime {1e6*generation_time:.0f} us (rough)")
print(f"depletion width at strong inversion {1e7*width_inv:.1f} nm")
print(f"inversion current needed {1e9*J_needed:.2f} nA/cm2")
print(f"bulk generation current {1e9*J_bulk:.2f} nA/cm2")
print(f"largest interface generation current {1e9*J_surface:.2f} nA/cm2")
print(f"bulk hole density / rough band density {N_A/3e19:.1e}")
print(f"oxide field at midgap {1e-6*oxide_field:.3f} MV/cm")
print(f"rough tunnel barrier {barrier} eV, mass {m_ox} m_e")
print(f"tunnelling attenuation exponent {attenuation:.1f}")
print("tests ok")
```

Output:

```
temperature 300 K; kT/q 25.85 mV
cross-section 1.0e-16 cm2; thermal speed 1.0e+07 cm/s
intrinsic density 1.0e+10 cm^-3
midgap hole emission time 0.100 s
oxide 10 nm; doping 1.0e+16 cm^-3
D_it 1.0e+11 cm^-2 eV^-1; ramp 50 mV/s
relative permittivities: Si 11.7, oxide 3.9
midgap surface potential 0.3572 V
depletion width 207.0 nm
C_ox 345.3, C_d 50.0, C_it 16.0 nF/cm2
slope s: formula 0.8394, Poisson 0.8394
slope 2kT before 0.8304, 2kT after 0.8466
surface potential ramp 41.97 mV/s
time to cross kT/q 0.616 s
lag parameter lam 0.1623
ramp at which lam = 1: 308 mV/s
peak occupancy error: first order 0.0241, full 0.0240
mean delay: first order 2.10 mV, full 2.16 mV
at 500 mV/s: lam 1.623, peak error 0.2037
at 500 mV/s: mean delay 25.83 mV
missing charge / (D_it kT), holes only 0.0725
missing charge / (D_it kT), with electrons 0.0633
C_it loss, holes only: first order 8.12 %, full 6.55 %
C_it loss, with electrons: first order 5.41 %, full 4.87 %
total capacitance 55.46 nF/cm2; loss 1.34 %
rough masses: m_l 0.92, m_t 0.19, hole 0.5 m_e
mean speeds: free 1.08e+07, electron 2.08e+07 cm/s
mean hole speed 1.52e+07 cm/s
tau with electron speed 0.0480 s
tau with hole speed 0.0657 s
at 280 K: tau 0.6108 s, lam 1.0624
at 320 K: tau 0.0204 s, lam 0.0310
cross-section 1.0e-17 cm2: tau 1.00 s, lam 1.623
surface electrons 8.08e+03 cm^-2
traps within kT 2.59e+09 cm^-2
generation lifetime 100 us (rough)
depletion width at strong inversion 303.9 nm
inversion current needed 17.27 nA/cm2
bulk generation current 0.49 nA/cm2
largest interface generation current 6.51 nA/cm2
bulk hole density / rough band density 3.3e-04
oxide field at midgap 0.113 MV/cm
rough tunnel barrier 3.1 eV, mass 0.4 m_e
tunnelling attenuation exponent 114.1
tests ok
```
